# Nucleation barrier for a crystal touching an electrode at 60 degrees

## Problem

An amorphous hafnium zirconium oxide film lies on a flat, rigid electrode. On heating, a small crystal may form inside the film (homogeneous nucleation) or on the electrode (heterogeneous nucleation). In the second case its surface meets the electrode at an angle $\theta=60^\circ$, measured through the crystal.

Show that contact with the electrode reduces the nucleation barrier to 15.6 percent of its homogeneous value. Then find both barriers for an interface energy $\gamma=2\ \text{eV/nm}^2$ and a driving free energy $g=4\ \text{eV/nm}^3$.

Here $\gamma$ is the energy per area of the crystal–amorphous interface. It is taken to be the same for all orientations and sizes. The positive quantity $g$ is the free energy released per volume crystallized, and it is the same at both sites. Line tension and elastic strain are left out at first. The amorphous film touches the electrode everywhere before the crystal forms.

## First estimate by scaling

Let $W$ be the reversible work of forming a nucleus of volume $V$, and $\Sigma$ the total change in interface energy, so that $W=\Sigma-gV$. Enlarge the nucleus by a factor $\lambda$ without changing its shape. Areas grow as $\lambda^2$ and volumes as $\lambda^3$:

$$W(\lambda)=\lambda^2\Sigma-\lambda^3 gV .$$

The critical nucleus sits at the top of the barrier, so $dW/d\lambda=0$ at $\lambda=1$. This gives $2\Sigma=3gV$, and therefore

$$W^*=\tfrac32 gV^*-gV^*=\tfrac12 gV^* .$$

At equal $g$, the ratio of the barriers is the ratio of the critical volumes.

The radius of curvature $R$ is the same at both sites. Moving a spherical surface outward by $\delta n$ costs $(2\gamma/R)\,\delta n$ per area and releases $g\,\delta n$. The balance $2\gamma/R=g$ is local and does not involve the electrode.

At $60^\circ$ the crystal on the electrode is thus a cap of height $h=R(1-\cos\theta)=R/2$ and base radius $a=R\sin\theta$, with $a^2=3R^2/4$. Treat this low cap as a paraboloid, whose volume is half the base area times the height:

$$V_{\rm est}=\tfrac12\,\pi\,\tfrac34R^2\cdot\tfrac12R=\tfrac{3\pi}{16}R^3,
\qquad
\frac{V_{\rm est}}{4\pi R^3/3}=\frac{9}{64}\approx0.141 .$$

The barrier on the electrode should be roughly one seventh of the homogeneous one.

## Exact solution

**The work.** Let $A$ be the curved area of the nucleus and $B$ its contact area with the electrode. Forming the nucleus creates an area $A$ of crystal–amorphous interface. It also replaces an area $B$ of amorphous–electrode interface, of energy $\gamma_{ae}$, by crystal–electrode interface, of energy $\gamma_{ce}$. Hence

$$W=-gV+\gamma A+(\gamma_{ce}-\gamma_{ae})B=-gV+\gamma(A-kB),
\qquad k=\frac{\gamma_{ae}-\gamma_{ce}}{\gamma}.$$

A positive $k$ means that the electrode prefers the crystal to the amorphous phase.

**The shape.** At fixed volume, the interface energy is stationary when the sum of the two principal curvatures is the same everywhere on the free surface. Call this sum $2/R$. For a surface with an axis of symmetry, let $x$ be the distance from the axis and $\psi$ the slope angle. Then

$$\frac1x\frac{d}{dx}(x\sin\psi)=\frac2R
\quad\Rightarrow\quad
x\sin\psi=\frac{x^2}{R}+C .$$

A surface that crosses the axis smoothly has $C=0$, so $\sin\psi=x/R$, which describes a sphere. The nucleus is a spherical cap.

**The contact angle.** A cap of base radius $a$ and height $h$ has

$$V=\frac{\pi}{6}(3a^2h+h^3),\qquad A=\pi(a^2+h^2),\qquad B=\pi a^2 .$$

Keeping $V$ fixed requires $6ah\,da+3(a^2+h^2)\,dh=0$, or

$$2a\,da=-\frac{a^2+h^2}{h}\,dh .$$

The interface energy $\Sigma=\pi\gamma[(1-k)a^2+h^2]$ then changes by

$$\frac{d\Sigma}{dh}=\pi\gamma\left[2h-(1-k)\frac{a^2+h^2}{h}\right].$$

Let $\varphi$ be the angle at which a trial cap meets the electrode. The sphere satisfies $a^2+(R-h)^2=R^2$, so $a^2+h^2=2Rh$, and also $h=R(1-\cos\varphi)$. Substitution gives

$$\frac{d\Sigma}{dh}=2\pi\gamma R\,\big[(1-\cos\varphi)-(1-k)\big]=2\pi\gamma R\,(k-\cos\varphi).$$

This vanishes at $\cos\varphi=k$, which is Young's equation, $\gamma_{ae}=\gamma_{ce}+\gamma\cos\theta$. At fixed volume a taller cap has a smaller base and a larger $\varphi$. The derivative therefore passes from negative to positive, and the solution is a minimum. It exists for $-1<k<1$; at $\theta=60^\circ$, $k=1/2$.

**The volume.** Write $c=\cos\theta$. The cap occupies the part of the sphere between heights $Rc$ and $R$ above the sphere's centre. Adding circular slices gives

$$V=\int_{Rc}^{R}\pi(R^2-z^2)\,dz
=\pi R^3\left[(1-c)-\frac{1-c^3}{3}\right]
=\frac{\pi R^3}{3}(2-3c+c^3).$$

Since $(1-c)^2(2+c)=2-3c+c^3$,

$$V=\frac{4\pi R^3}{3}f(\theta),\qquad
f(\theta)=\frac{(1-\cos\theta)^2(2+\cos\theta)}{4}.$$

**The interface term.** The areas are $A=2\pi Rh=2\pi R^2(1-c)$ and $B=\pi R^2(1-c^2)$. With $k=c$,

$$A-cB=\pi R^2(1-c)\,[2-c(1+c)]
=\pi R^2(1-c)(2-c-c^2).$$

The last bracket factors as $(1-c)(2+c)$, so

$$A-cB=\pi R^2(1-c)^2(2+c)=4\pi R^2f(\theta).$$

**The barrier.** The same factor multiplies both terms of the work:

$$W_{\rm het}(R)=f(\theta)\left[4\pi R^2\gamma-\frac{4\pi}{3}R^3g\right]=f(\theta)\,W_{\rm hom}(R).$$

The derivative of the bracket is $4\pi R(2\gamma-gR)$. It changes from positive to negative at $R^*=2\gamma/g$, where

$$W^*_{\rm hom}=\frac{16\pi\gamma^3}{g^2}-\frac{32\pi\gamma^3}{3g^2}=\frac{16\pi\gamma^3}{3g^2},
\qquad W^*_{\rm het}=f(\theta)\,W^*_{\rm hom}.$$

The critical cap is a saddle point: the work is a maximum with respect to size and a minimum with respect to shape at fixed volume. At $60^\circ$,

$$f=\frac14\left(\frac12\right)^2\frac52=\frac{5}{32}=0.15625 .$$

The barrier falls to 15.6 percent of its homogeneous value, a reduction by 84.4 percent.

A numerical minimization at $k=1/2$ that did not assume a sphere also gave 0.15625. It varied smooth axisymmetric profiles, each described by six coefficients.

**Other angles.** For $\theta\to180^\circ$ the contact area vanishes and $f\to1$. At $90^\circ$ the nucleus is a hemisphere and $f=1/2$. For small angles $1-c\approx\theta^2/2$, so $f\approx3\theta^4/16$ with $\theta$ in radians. If $k\ge1$, no contact angle above zero exists and the cap model no longer applies.

## Comparison of the two results

The estimate $9/64$ is 10 percent below the exact $5/32$. The scaling rule and the common radius are both exact within this model, so the whole error comes from the paraboloid. Its volume $\pi a^2h/2$ omits the term $\pi h^3/6$ of the true cap. Relative to the paraboloid, the omitted part is

$$\frac{h^2}{3a^2}=\frac{1/4}{9/4}=\frac19,
\qquad \frac{9}{64}\left(1+\frac19\right)=\frac{5}{32}.$$

Since $h/a=\tan(\theta/2)$, the omitted fraction is $\tfrac13\tan^2(\theta/2)$. The estimate improves for flatter caps and is 25 percent low for a hemisphere.

## Numbers for the film

The critical radius is $R^*=2(2)/4=1.0$ nm at both sites, and the homogeneous barrier is

$$W^*_{\rm hom}=\frac{16\pi(2)^3}{3(4)^2}=8.38\ \text{eV}.$$

The critical cap is 0.50 nm high. Its curved surface costs 6.28 eV, the exchange of interfaces at the electrode returns 2.36 eV, and crystallization returns 2.62 eV:

$$W^*_{\rm het}=6.28-2.36-2.62\approx1.31\ \text{eV}.$$

This is half of the 2.62 eV released by crystallization, as the scaling rule requires.

At 773 K, $k_BT=0.0666$ eV, so the barriers are $126\,k_BT$ and $19.7\,k_BT$. The Boltzmann factor favours the electrode by about 46 powers of ten. Sites there are fewer: for a 10 nm film with two electrode faces, one formula-unit layer at each face holds a fraction of about 0.065 of the film's sites. That costs little more than one power of ten. This comparison assumes equal kinetic prefactors per site and the same angle at both faces.

## How far the model can be trusted

The volume per formula unit (0.034 nm³) is a rough value for hafnium zirconium oxide. The chosen $\gamma$ and $g$ are illustrative, not measured. At a fixed contact angle both barriers vary as $\gamma^3/g^2$, so doubling $g$ alone divides them by four. If the two electrode energies are held fixed instead, and they differ, a change in $\gamma$ also changes the angle. The angle is an assumption of the exercise, not a measured property of a particular electrode. An electrode made of many grains need not present one angle everywhere, and the ratio is sensitive to it: $f=0.084$ at $50^\circ$ and $0.253$ at $70^\circ$.

Real crystals also have orientation-dependent interface energies. As a strongly anisotropic example, take a box lying on one face, with side $L$, height $H$, equal face energies and the same $k=1/2$:

$$W=\gamma[(1-k)L^2+4LH]-gL^2H .$$

Setting $\partial W/\partial H=0$ gives $L=4\gamma/g$. Setting $\partial W/\partial L=0$ gives $2(1-k)\gamma L+4\gamma H=2gLH=8\gamma H$, so $H=(1-k)L/2$. A free cube has the same critical side $4\gamma/g$. By the scaling rule the barrier ratio is $H/L=(1-k)/2=0.25$. The figure of 15.6 percent therefore does not hold for every crystal shape.

Two further effects act at the electrode. A line tension of $\pm0.05$ eV/nm along the contact line moves the ratio to 0.189 or 0.124. Suppose that a misfit strain of 1 percent is carried by the electrode nucleus alone, strained throughout like a thin layer with a biaxial modulus of 300 GPa. It then stores 0.187 eV/nm³ and raises the ratio to 0.172. If the surrounding film yields easily, a real cap can relax partly at its sides, which weakens this effect. In a stiff film this need not hold.

The absolute barriers also depend on $\gamma$ and $g$, which cancel from the ratio at a fixed angle. Suppose that crystallization involves a linear shrinkage $\epsilon$ of 3 percent in every direction, accommodated elastically and without flow. Take a spherical nucleus in a large medium with the same bulk modulus $K$, shear modulus $\mu$, Young's modulus $E$ and Poisson ratio $\nu$. A tension $p$ stretches the sphere by $p/(3K)$ and draws the surroundings inward by $p/(4\mu)$, relative to the radius, so $\epsilon=p/(3K)+p/(4\mu)$. The energy stored in both, per volume of the nucleus, is

$$\tfrac32\,p\,\epsilon=\frac{18K\mu}{3K+4\mu}\,\epsilon^2=\frac{E}{1-\nu}\,\epsilon^2 ,$$

which is the biaxial modulus times the strain squared. With 300 GPa this is about 1.7 eV/nm³. If the same value is assumed for the cap, the effective $g$ falls to about 2.3 eV/nm³ at both sites. The barriers become 25 eV and 3.9 eV, with their ratio unchanged. For a cap bonded firmly to the rigid electrode this is a lower limit: its base cannot shrink, so it stores more energy, and both its barrier and the ratio are higher. The limit does not apply to a cap whose base detaches from the electrode, which can store less. In the other direction, an interface energy that falls with curvature as $\gamma(1-2\delta/R)$, with $\delta=0.05$ nm, lowers the homogeneous barrier to 5.9 eV. This correction does not cancel from the ratio if the two electrode energies stay fixed, because it acts only on the curved surface. To first order it lowers the cap's barrier by $2\delta\gamma A/R=0.63$ eV, to 0.68 eV, and the ratio falls to about 0.115.

Finally, the critical cap contains only about 19 formula units, so a continuum description with a sharp surface is marginal. The ratio also compares sites for one given crystal phase. It does not decide which phase forms, because another phase would have its own $\gamma$, $g$ and $\theta$. The numerical output lists the values used here.

## Numbers as computed

```
Interface energy gamma: 2.00 eV/nm^2
Interface energy gamma: 0.32 J/m^2
Driving free energy g: 4.00 eV/nm^3
Volume per formula unit: 0.034 nm^3
Driving energy per formula unit: 0.136 eV
Temperature: 773 K
Film thickness: 10.0 nm
Wall energy difference: 1.00 eV/nm^2
Angle from fixed-volume minimum: 60.00 degrees
Formula factor f(60 degrees): 0.15625
Barrier ratio from saddle search: 0.15625
Barrier ratio from free profiles: 0.15625
Critical radius in bulk: 1.000 nm
Critical radius on electrode: 1.000 nm
Critical cap height: 0.500 nm
Critical cap base radius: 0.866 nm
Critical cap volume: 0.6545 nm^3
Critical cap curved area: 3.1416 nm^2
Critical cap contact area: 2.3562 nm^2
Formula units in critical cap: 19.2
Formula units in critical sphere: 123.2
Cap energy: curved surface: 6.283 eV
Cap energy: wall replacement: -2.356 eV
Cap energy: crystallized volume: -2.618 eV
Homogeneous barrier: 8.378 eV
Barrier on electrode: 1.309 eV
Thermal energy kT: 0.0666 eV
Homogeneous barrier over kT: 125.8
Electrode barrier over kT: 19.7
log10 of Boltzmann gain: 46.1
Electrode sites per film site (2 faces): 0.065
log10 of gain including sites: 44.9
Ratio at 50 degrees: 0.084
Ratio at 70 degrees: 0.253
Line tension, size tried: 0.050 eV/nm
Ratio with positive line tension: 0.189
Ratio with negative line tension: 0.124
Biaxial modulus: 300 GPa
Electrode misfit strain: 1.0 percent
Misfit energy density: 0.187 eV/nm^3
Ratio with misfit at electrode only: 0.172
Densification strain: 3.0 percent
Densification energy density: 1.685 eV/nm^3
Homogeneous barrier, densification: 25.02 eV
Electrode barrier, densification: 3.91 eV
Curvature length tried: 0.050 nm
Homogeneous barrier, curved gamma: 5.93 eV
Ratio for box-shaped crystal, same k: 0.250
Box side at its barrier: 2.000 nm
Box height at its barrier: 0.500 nm
```
